# Why a facet's bordering step wanders as size to one third: a program that tests the result

```python
"""
Result under test: the outermost step bordering a facet of half-width R has
rms wandering proportional to R^(1/3), with
    w   = [(kT)^2 R / (2 * stiffness * step_energy)]^(1/3)   (width scale)
    y_c = 2 * stiffness * w^2 / kT                           (length scale)
It wanders freely (exponent 1/2) on stretches much shorter than y_c.
u is the distance from the mean-field facet edge towards the facet.
Lattice tests: hopping J = 1 per unit length, force F = 1/ell per site,
so the width scale is ell^(1/3) sites and the crystal size is set by ell.
"""
import itertools
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal, eigvalsh_tridiagonal, expm
from scipy.special import airy, ai_zeros

rng = np.random.default_rng(12345)


# ---- 1. Many non-crossing steps: brute force against orbital determinants
def check_free_fermions():
    n_sites, n_steps, force, length = 8, 3, 0.4, 0.7
    states = list(itertools.combinations(range(n_sites), n_steps))
    index = {s: i for i, s in enumerate(states)}
    H = np.zeros((len(states), len(states)))
    for s, i in index.items():
        H[i, i] = force * sum(s)
        for p in s:
            for q in (p - 1, p + 1):
                if 0 <= q < n_sites and q not in s:
                    H[index[tuple(sorted(set(s) - {p} | {q}))], i] = -1.0
    energy, vec = np.linalg.eigh(H)
    ground = vec[:, 0]
    transfer = expm(-length * (H - energy[0] * np.eye(len(states))))
    top = np.array([max(s) for s in states])
    h = np.diag(force * np.arange(n_sites))
    h = h - np.eye(n_sites, k=1) - np.eye(n_sites, k=-1)
    e1, phi = np.linalg.eigh(h)
    e1, phi = e1[:n_steps], phi[:, :n_steps]
    prop = expm(-length * h)
    scale = np.exp(length * (e1[:, None] + e1[None, :]) / 2)
    worst = 0.0
    for a in range(2, n_sites):
        single = np.sum(ground[top <= a] ** 2)
        orb = np.linalg.det(phi[:a + 1].T @ phi[:a + 1])
        worst = max(worst, abs(single - orb))
        for b in range(2, n_sites):
            joint = (ground * (top <= a)) @ transfer @ (ground * (top <= b))
            m = phi[:a + 1].T @ prop[:a + 1, :b + 1] @ phi[:b + 1]
            worst = max(worst, abs(joint - np.linalg.det(scale * m)))
    return worst


fermion_error = check_free_fermions()
assert fermion_error < 1e-10


# ---- 2. Continuum edge: one-point and two-point laws of the outermost step
def gauss(a, b, n):
    x, wt = np.polynomial.legendre.leggauss(n)
    return (b - a) / 2 * x + (a + b) / 2, (b - a) / 2 * wt


v, wv = gauss(0.0, 18.0, 60)
s_grid = np.linspace(-5.6, 3.4, 31)
ds = s_grid[1] - s_grid[0]
nodes, amps, overlaps = [], [], []
for s in s_grid:
    x, wx = gauss(s, 10.0, 64)
    A = airy(x[:, None] + v[None, :])[0] * np.sqrt(wx[:, None] * wv[None, :])
    nodes.append((x, np.sqrt(wx)))
    amps.append(A)
    overlaps.append(A.T @ A)
unit = np.eye(len(v))
cdf = np.array([np.linalg.det(unit - G) for G in overlaps])
s_end = s_grid[-1]
mean_edge = s_end - simpson(cdf, x=s_grid)
var_edge = s_end**2 - 2 * simpson(s_grid * cdf, x=s_grid) - mean_edge**2
sd_edge = np.sqrt(var_edge)


def mean_square_difference(lag):
    """Mean square difference of outermost-step positions, units of w^2."""
    tilt = np.exp(lag * (v[None, :] - v[:, None]) / 2)
    damp = np.exp(-lag * (v[None, :] + v[:, None]) / 2)
    cov = 0.0
    for i, (x, rx) in enumerate(nodes):
        for j, (z, rz) in enumerate(nodes):
            X, Z = x[:, None], z[None, :]
            p = np.exp(lag**3 / 12 - lag * (X + Z) / 2
                       - (X - Z)**2 / (4 * lag)) / np.sqrt(4 * np.pi * lag)
            p = p * rx[:, None] * rz[None, :]
            M = (unit - overlaps[i] * tilt - overlaps[j] * tilt.T
                 + damp * (amps[i].T @ p @ amps[j]))
            cov += (np.linalg.det(M) - cdf[i] * cdf[j]) * ds**2
    return 2 * (var_edge - cov)


lags = (0.05, 1.0, 3.0)
msd = {lag: mean_square_difference(lag) for lag in lags}
assert 0.88 < msd[0.05] / (2 * 0.05) < 1.0      # free wandering when short
assert msd[1.0] < msd[3.0] < 2 * var_edge       # growth slows and saturates
assert msd[3.0] > 0.75 * 2 * var_edge

# Independent road: top eigenvalues of correlated Hermitian random matrices,
# which move like non-crossing steps held in a parabolic well.
N, samples = 40, 2500


def hermitian_batch():
    a = rng.normal(size=(samples, N, N)) + 1j * rng.normal(size=(samples, N, N))
    a *= np.sqrt(0.5)
    return (a + a.conj().transpose(0, 2, 1)) / 2


w_matrix = N**(-1 / 6) / np.sqrt(2)
first = hermitian_batch()
eig_first = np.linalg.eigvalsh(first)
gap_edge = np.mean(eig_first[:, -1] - eig_first[:, -2]) / w_matrix
msd_matrix = {}
for lag in (1.0, 3.0):
    q = np.exp(-lag / N**(1 / 3))
    second = q * first + np.sqrt(1 - q * q) * hermitian_batch()
    diff = np.linalg.eigvalsh(second)[:, -1] - eig_first[:, -1]
    msd_matrix[lag] = np.mean(diff**2) / w_matrix**2
    assert abs(msd_matrix[lag] / msd[lag] - 1) < 0.12   # sampling + finite N


# ---- 3. Lattice crystal: exponent, edge count, interior logarithm
def lattice_crystal(ell):
    w = ell**(1 / 3)
    half = int(2 * ell + 10 * w + 6)
    sites = np.arange(-half, half + 1)
    en, vec = eigh_tridiagonal(sites / ell, -np.ones(2 * half))
    occ = vec[:, en < -0.5 / ell]
    K = occ @ occ.T
    s = np.arange(int(2 * ell - 8 * w), int(2 * ell + 8 * w))
    F = []
    for cut in s:
        block = K[cut + half + 1:, cut + half + 1:]
        F.append(np.linalg.det(np.eye(len(block)) - block))
    prob = np.diff(np.array(F))
    pos = s[1:]
    mean = np.sum(prob * pos) / np.sum(prob)
    var = np.sum(prob * (pos - mean)**2) / np.sum(prob)
    count = np.sum(np.diag(K)[sites > 2 * ell - 10 * w])
    inner = K[half:, half:]
    var_count = np.trace(inner) - np.sum(inner**2)
    return mean, np.sqrt(var), count, var_count


small, large = 50, 400
mean_s, sd_s, count_s, inner_s = lattice_crystal(small)
mean_l, sd_l, count_l, inner_l = lattice_crystal(large)
exponent = np.log(sd_l / sd_s) / np.log(large / small)
w_l = large**(1 / 3)
count_law = 2 / (3 * np.pi) * 10**1.5
log_growth = np.log(large / small) / (2 * np.pi**2)
assert abs(exponent - 1 / 3) < 0.01
assert abs(sd_l / w_l / sd_edge - 1) < 0.01
# half a site: the filled ladder ends midway between two sites
assert abs((mean_l - 2 * large + 0.5) / w_l - mean_edge) < 0.05
assert abs(count_l / count_law - 1) < 0.03
assert abs(inner_l - inner_s - log_growth) < 0.005


# ---- 4. Remove one ingredient at a time
def isolated_midpoint(length, force):
    """Step pinned at both ends, no neighbours: mean and variance midway."""
    sites = np.arange(-80, 61)
    en, vec = eigh_tridiagonal(force * sites, -np.ones(len(sites) - 1))
    g = (vec * np.exp(-length / 2 * (en - en[0]))) @ vec[80]
    p = g**2 / np.sum(g**2)
    m = np.sum(p * sites)
    return m, np.sum(p * (sites - m)**2)


iso = {}
for length in (50, 200):
    for force in (0.0, 0.002):
        iso[length, force] = isolated_midpoint(length, force)
        assert abs(iso[length, force][1] / (length / 2) - 1) < 0.02
assert abs(iso[200, 0.002][0] / (-0.002 * 200**2 / 4) - 1) < 0.03


def wall_sd(ell):
    """One step pressed by the force against a rigid straight wall."""
    n = np.arange(1, int(25 * ell**(1 / 3)))
    _, vec = eigh_tridiagonal(n / ell, -np.ones(len(n) - 1),
                              select='i', select_range=(0, 0))
    p = vec[:, 0]**2
    return np.sqrt(np.sum(p * n**2) - np.sum(p * n)**2)


z1 = -ai_zeros(1)[0][0]
wall_law = np.sqrt(4 / 45) * z1
for ell in (small, large):
    assert abs(wall_sd(ell) / ell**(1 / 3) / wall_law - 1) < 0.02
wall_exponent = np.log(wall_sd(large) / wall_sd(small)) / np.log(large / small)


# ---- 5. Elastic repulsion A/d^2, with lam*(lam-1) = A*stiffness/(kT)^2
def repelling_sd(lam, n, draws=4000):
    """rms of the outermost step over w, steps held in a parabolic well."""
    dof = 2 * lam * np.arange(n - 1, 0, -1)
    top = np.empty(draws)
    for i in range(draws):
        d = rng.normal(size=n) * np.sqrt(0.5)
        off = np.sqrt(rng.chisquare(dof)) / 2
        top[i] = eigvalsh_tridiagonal(d, off, select='i',
                                      select_range=(n - 1, n - 1))[0]
    edge_force = 2 * np.sqrt(2 * lam * n)
    return np.std(top) * edge_force**(1 / 3)


sd_contact = repelling_sd(1, 240)
sd_rep_small, sd_rep_large = repelling_sd(2, 60), repelling_sd(2, 480)
assert abs(sd_contact / sd_edge - 1) < 0.05            # sampling error
assert abs(sd_rep_large / sd_rep_small - 1) < 0.08     # same exponent
elastic_ratio = sd_rep_large / sd_edge

# ---- 6. Worked example: rough values in the regime of lead crystallites
T, step_energy, stiffness, row = 400.0, 0.3, 0.3, 0.3   # K, eV/nm, eV/nm, nm
kT = k_B * T / q_e
print(f"temperature                          {T:.0f} K")
print(f"kT                                   {kT:.5f} eV")
print(f"step free energy (rough)             {step_energy:.2f} eV/nm")
print(f"step stiffness (rough)               {stiffness:.2f} eV/nm")
print(f"row spacing (rough)                  {row:.2f} nm")
widths = []
for R in (250.0, 2000.0):
    force = step_energy / R
    w = (kT**2 / (2 * stiffness * force))**(1 / 3)
    y_c = 2 * stiffness * w**2 / kT
    sag = y_c**2 / (2 * R)
    assert abs(sag / w - 1) < 1e-9     # isotropic step: stiffness = energy
    widths.append(sd_edge * w)
    print(f"--- facet half-width R               {R:.0f} nm")
    print(f"net force per length on a step       {force:.3e} eV/nm^2")
    print(f"width scale w                        {w:.3f} nm")
    print(f"length scale y_c                     {y_c:.1f} nm")
    print(f"rms wandering of outermost step      {sd_edge * w:.3f} nm")
    print(f"mean setback from mean-field edge    {-mean_edge * w:.2f} nm")
    print(f"mean gap to second step (sampled)    {gap_edge * w:.1f} nm")
    print(f"rms difference, far points           {np.sqrt(2) * sd_edge * w:.2f} nm")
    print(f"rms difference, free step, length R  {np.sqrt(kT * R / stiffness):.2f} nm")
    print(f"bend of round edge over y_c          {sag:.3f} nm")
    print(f"row spacing / w                      {row / w:.3f}")
    print(f"thermal slope w / y_c                {w / y_c:.4f}")
    print(f"barrier to nucleate a new layer      {np.pi * step_energy * R / 2:.0f} eV")
print("--- general results")
print(f"rms ratio of the two facets          {widths[1] / widths[0]:.3f}")
print(f"rms change, both energies +30%       {100 * (1.3**(-2 / 3) - 1):.0f} %")
print(f"mean position / w                    {mean_edge:.4f}")
print(f"variance / w^2                       {var_edge:.4f}")
print(f"rms / w                              {sd_edge:.4f}")
print(f"depth holding one step / w           {(1.5 * np.pi)**(2 / 3):.3f}")
for lag in lags:
    print(f"mean sq. difference / w^2, y={lag:.2f} y_c {msd[lag]:.4f}")
print(f"same from matrices, y=1 y_c, 3 y_c   {msd_matrix[1.0]:.2f}, {msd_matrix[3.0]:.2f}")
print(f"lattice rms, ell=50 and 400          {sd_s:.3f}, {sd_l:.3f} sites")
print(f"lattice exponent, outermost step     {exponent:.4f}")
print(f"exponent, one step on rigid wall     {wall_exponent:.4f}")
print(f"rms / w, one step on rigid wall      {wall_law:.4f}")
print(f"steps within 10 w: lattice, law      {count_l:.3f}, {count_law:.3f}")
print(f"interior count variance, 50 and 400  {inner_s:.4f}, {inner_l:.4f}")
print(f"its growth: lattice, log law         {inner_l - inner_s:.4f}, {log_growth:.4f}")
print(f"isolated variance L=200: F=0, 0.002  {iso[200, 0.0][1]:.2f}, {iso[200, 0.002][1]:.2f} sites^2")
print(f"isolated mean shift L=200, F=0.002   {iso[200, 0.002][0]:.2f} sites")
print(f"elastic amplitude A tried            {2 * kT**2 / stiffness:.4f} eV nm")
print(f"rms with / without that repulsion    {elastic_ratio:.2f}")
print("verified")
```

It prints:

```
temperature                          400 K
kT                                   0.03447 eV
step free energy (rough)             0.30 eV/nm
step stiffness (rough)               0.30 eV/nm
row spacing (rough)                  0.30 nm
--- facet half-width R               250 nm
net force per length on a step       1.200e-03 eV/nm^2
width scale w                        1.182 nm
length scale y_c                     24.3 nm
rms wandering of outermost step      1.066 nm
mean setback from mean-field edge    2.09 nm
mean gap to second step (sampled)    2.3 nm
rms difference, far points           1.51 nm
rms difference, free step, length R  5.36 nm
bend of round edge over y_c          1.182 nm
row spacing / w                      0.254
thermal slope w / y_c                0.0486
barrier to nucleate a new layer      118 eV
--- facet half-width R               2000 nm
net force per length on a step       1.500e-04 eV/nm^2
width scale w                        2.363 nm
length scale y_c                     97.2 nm
rms wandering of outermost step      2.131 nm
mean setback from mean-field edge    4.19 nm
mean gap to second step (sampled)    4.6 nm
rms difference, far points           3.01 nm
rms difference, free step, length R  15.16 nm
bend of round edge over y_c          2.363 nm
row spacing / w                      0.127
thermal slope w / y_c                0.0243
barrier to nucleate a new layer      942 eV
--- general results
rms ratio of the two facets          2.000
rms change, both energies +30%       -16 %
mean position / w                    -1.7711
variance / w^2                       0.8132
rms / w                              0.9018
depth holding one step / w           2.811
mean sq. difference / w^2, y=0.05 y_c 0.0950
mean sq. difference / w^2, y=1.00 y_c 1.0199
mean sq. difference / w^2, y=3.00 y_c 1.4612
same from matrices, y=1 y_c, 3 y_c   1.03, 1.53
lattice rms, ell=50 and 400          3.291, 6.629 sites
lattice exponent, outermost step     0.3368
exponent, one step on rigid wall     0.3345
rms / w, one step on rigid wall      0.6971
steps within 10 w: lattice, law      6.649, 6.711
interior count variance, 50 and 400  0.3818, 0.4891
its growth: lattice, log law         0.1073, 0.1053
isolated variance L=200: F=0, 0.002  99.87, 100.54 sites^2
isolated mean shift L=200, F=0.002   -20.04 sites
elastic amplitude A tried            0.0079 eV nm
rms with / without that repulsion    1.12
verified
```
